**Second-harmonic intensity of a folded MoS2 monolayer**

The program tests $I_{\rm fold}/I_{\rm mono}=4\cos^2(3\theta)$, where $I$ is the second-harmonic intensity summed over both output polarizations and $\theta$ is the angle from the crease to an armchair direction. It averages a random third-rank tensor over the group $D_{3h}$, folds it, and asserts the ratio for random complex pump fields. It asserts the same ratio for an atomic lattice bent round a cylinder, with the response summed from bond vectors. Further assertions cover the parallel-analyser patterns, the inversion centre of a zigzag fold (with a 12° fold as a control that lacks it), and the phase-only and zero-spacing limits of a model of two radiating sheets. For $\theta=12^\circ$ both the tensor and the bent lattice give 2.618. With rough MoS2 parameters, propagation phase and linear screening together lower this to 2.18, and a separate one-resonance estimate of interlayer coupling gives a factor of 0.83. These last values depend on the chosen parameters and are not computed properties of the material.

## Program and output

```python
"""Second-harmonic (SH) light from a folded MoS2 monolayer.

Result under test: I_fold / I_mono = 4 cos^2(3 theta), where I is the SH
intensity summed over both output polarizations at normal incidence and
theta is the angle from the crease (x axis) to an armchair direction.
Assumed: independent layers, equal pump fields, no propagation phase.
Lengths are in nm, energies in eV; time factor exp(-i omega t).
"""
import numpy as np
from scipy import constants as const

rng = np.random.default_rng(7)


def rot_z(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])


def transform(tensor, matrix):
    return np.einsum('ai,bj,ck,ijk->abc', matrix, matrix, matrix, tensor)


def polarization(tensor, field):
    return np.einsum('ijk,j,k->i', tensor, field, field)


def intensity(vector):
    return float(np.sum(np.abs(vector[:2])**2))


def ideal_ratio(theta):
    return 4*np.cos(3*theta)**2


# --- Monolayer tensor: random tensor averaged over the group D3h ---
half_turn_x = np.diag([1.0, -1.0, -1.0])
mirror_z = np.diag([1.0, 1.0, -1.0])
group = [rot_z(2*np.pi*n/3) @ a @ b for n in range(3)
         for a in (np.eye(3), half_turn_x) for b in (np.eye(3), mirror_z)]
raw = rng.normal(size=(3, 3, 3))
raw = raw + raw.transpose(0, 2, 1)
chi = sum(transform(raw, g) for g in group)/len(group)
chi = chi/chi[0, 0, 0]
expected = np.zeros((3, 3, 3))
expected[0, 0, 0] = 1
expected[0, 1, 1] = expected[1, 0, 1] = expected[1, 1, 0] = -1
assert np.allclose(chi[:, :2, :2], expected[:, :2, :2], atol=1e-10)


def layer_tensors(theta):
    lower = transform(chi, rot_z(theta))
    return lower, transform(lower, half_turn_x)


def tensor_ratio(theta, field):
    lower, flap = layer_tensors(theta)
    return (intensity(polarization(lower + flap, field))
            / intensity(polarization(lower, field)))


for theta in np.linspace(-1.7, 1.7, 29):
    for _ in range(5):
        pump = np.zeros(3, complex)
        pump[:2] = rng.normal(size=2) + 1j*rng.normal(size=2)
        assert abs(tensor_ratio(theta, pump) - ideal_ratio(theta)) < 1e-9
        # circular form of the rotated monolayer response
        p = polarization(layer_tensors(theta)[0], pump)
        for sign in (1, -1):
            left = p[0] + sign*1j*p[1]
            right = (np.exp(sign*3j*theta)
                     * (pump[0] - sign*1j*pump[1])**2)
            assert abs(left - right) < 1e-9


# --- Atomic lattice really bent round a cylinder ---
lattice_a, sulfur_height, bend_radius = 0.316, 0.156, 1.0


def bend(points):
    """Flat for y<0, half cylinder, then flat flap lying above."""
    x, y, z = points.T
    arc = np.pi*bend_radius
    angle = np.clip(y/bend_radius, 0, np.pi)
    radius = bend_radius - z
    new_y = radius*np.sin(angle) + np.minimum(y, 0) - np.maximum(y - arc, 0)
    new_z = bend_radius - radius*np.cos(angle)
    return np.column_stack([x, new_y, new_z])


def flat_lattice(theta):
    i, j = np.meshgrid(np.arange(-45, 46), np.arange(-45, 46))
    i, j = i.ravel(), j.ravel()
    mo = lattice_a*np.column_stack(
        [np.sqrt(3)/2*(i + j), 0.5*(i - j), 0*i])
    mo = mo @ rot_z(theta).T + np.array([0.07, 0.11, 0])
    legs = []
    for n in range(3):
        direction = theta + 2*np.pi*n/3
        for sign in (1, -1):
            legs.append([lattice_a/np.sqrt(3)*np.cos(direction),
                         lattice_a/np.sqrt(3)*np.sin(direction),
                         sign*sulfur_height])
    return mo, np.array(legs)


def bent_lattice_ratio(theta, field):
    mo, legs = flat_lattice(theta)
    near = np.hypot(mo[:, 0], mo[:, 1]) < 9
    lower = near & (mo[:, 1] < -1)
    flap = near & (mo[:, 1] > np.pi*bend_radius + 1)
    response = []
    for region in (lower, flap):
        sites = mo[region]
        total = np.zeros(3, complex)
        for leg in legs:
            bond = bend(sites + leg) - bend(sites)
            bond /= np.linalg.norm(bond, axis=1)[:, None]
            total += ((bond @ field)**2) @ bond
        response.append(total/len(sites))
    return intensity(response[0] + response[1])/intensity(response[0])


for degrees in (0, 7, 12, 21, 30, 43, 77):
    angle = np.radians(degrees)
    pump = np.array([np.cos(0.4), np.sin(0.4), 0])
    assert abs(bent_lattice_ratio(angle, pump) - ideal_ratio(angle)) < 1e-9


def inversion_mismatch(theta):
    """Largest atom misfit (nm) after inverting lower layer onto flap."""
    mo, legs = flat_lattice(theta)
    atoms = np.vstack([mo, mo + legs[0], mo + legs[1]])
    species = np.repeat([0, 1, 1], len(mo))
    bent, bent_mo = bend(atoms), bend(mo)
    centre_low = np.argmin(np.hypot(mo[:, 0], mo[:, 1] + 3))
    centre_top = np.argmin(
        np.hypot(mo[:, 0], mo[:, 1] - np.pi*bend_radius - 3))
    d_low = bent - bent_mo[centre_low]
    d_top = bent - bent_mo[centre_top]
    pick_low = np.linalg.norm(d_low, axis=1) < 0.9
    pick_top = np.linalg.norm(d_top, axis=1) < 1.2
    worst = 0.0
    for kind in (0, 1):
        a = -d_low[pick_low & (species == kind)]
        b = d_top[pick_top & (species == kind)]
        gaps = np.linalg.norm(a[:, None] - b[None], axis=2)
        worst = max(worst, gaps.min(axis=1).max())
    return worst


misfit_zigzag = inversion_mismatch(np.radians(30))
misfit_control = inversion_mismatch(np.radians(12))
assert misfit_zigzag < 1e-9 and misfit_control > 0.02

# --- Worked example and analyser dependence ---
wavelength, theta_deg = 800.0, 12.0
theta0 = np.radians(theta_deg)
pump_x = np.array([1.0, 0, 0])
ratio0 = tensor_ratio(theta0, pump_x)
step = np.radians(0.01)
slope = (tensor_ratio(theta0 + step, pump_x)
         - tensor_ratio(theta0 - step, pump_x))/0.02
assert abs(slope + 12*np.sin(6*theta0)*np.pi/180) < 1e-6


def parallel_intensities(theta, phi):
    axis = np.array([np.cos(phi), np.sin(phi), 0])
    lower, flap = layer_tensors(theta)
    return ((axis @ polarization(lower, axis))**2,
            (axis @ polarization(lower + flap, axis))**2)


for phi in np.linspace(0, 3, 17):
    mono, fold = parallel_intensities(theta0, phi)
    assert abs(mono - np.cos(3*(phi - theta0))**2) < 1e-10
    assert abs(fold - ideal_ratio(theta0)*np.cos(3*phi)**2) < 1e-10
mono_a, fold_a = parallel_intensities(theta0, 0.0)
mono_b, fold_b = parallel_intensities(theta0, theta0)

# --- Neglected optics: two radiating, polarizable sheets in vacuum ---
spacing = 0.65                 # rough layer spacing and sheet thickness
eps_pump = 20.0 + 0.0j         # rough in-plane permittivity at pump
eps_sh = 10.0 + 18.0j          # rough in-plane permittivity at SH
k_pump = 2*np.pi/wavelength
k_sh = 2*k_pump
s_pump = -0.5j*k_pump*spacing*(eps_pump - 1)
s_sh = -0.5j*k_sh*spacing*(eps_sh - 1)


def sheet_ratio(theta, gap, s1, s2):
    """Reflected SH of two sheets over that of one, all orders in s."""
    def reflected(z, angles):
        distance = np.abs(z[:, None] - z[None])
        g1, g2 = np.exp(1j*k_pump*distance), np.exp(1j*k_sh*distance)
        unit = np.eye(len(z))
        field = np.linalg.solve(unit + s1*g1, np.exp(1j*k_pump*z))
        total = 0.0
        for sign in (1, -1):
            source = field**2*np.exp(sign*3j*angles)
            sh_field = np.linalg.solve(unit + s2*g2, g2 @ source)
            out = np.exp(1j*k_sh*z) @ (source - s2*sh_field)
            total += abs(out)**2
        return total
    return (reflected(np.array([0.0, gap]), np.array([theta, -theta]))
            / reflected(np.array([0.0]), np.array([theta])))


delta = 8*np.pi*spacing/wavelength
screen = (abs((1 + s_pump)/(1 + 2*s_pump))**4
          * abs((1 + s_sh)/(1 + 2*s_sh))**2)
for angle in np.radians([0, 5, 12, 23, 30]):
    phase_law = 2 + 2*np.cos(6*angle)*np.cos(delta)
    assert abs(sheet_ratio(angle, spacing, 0, 0) - phase_law) < 1e-10
    assert abs(sheet_ratio(angle, 0.0, s_pump, s_sh)
               - screen*ideal_ratio(angle)) < 1e-10
phase_ratio = sheet_ratio(theta0, spacing, 0, 0)
full_ratio = sheet_ratio(theta0, spacing, s_pump, s_sh)
phase_floor = sheet_ratio(np.pi/6, spacing, 0, 0)
full_floor = sheet_ratio(np.pi/6, spacing, s_pump, s_sh)
apparent = np.degrees(np.arccos(np.sqrt(full_ratio/4))/3)
absorbed = 2*s_sh.real/abs(1 + s_sh)**2

# --- Neglected interlayer coupling: shift of one SH resonance ---
photon = const.h*const.c/(wavelength*1e-9)/const.e
resonance, half_width, red_shift = 2.90, 0.15, 0.03   # rough, eV


def resonant_strength(centre):
    return 1/abs(centre - 2*photon - 1j*half_width)**2


coupling = resonant_strength(resonance - red_shift)/resonant_strength(resonance)

print(f"Pump wavelength: {wavelength:.0f} nm")
print(f"Pump photon energy: {photon:.3f} eV")
print(f"SH photon energy: {2*photon:.3f} eV")
print(f"Crease-to-armchair angle theta: {theta_deg:.1f} deg")
print(f"Twist between layers 2 theta: {2*theta_deg:.1f} deg")
print(f"cos(3 theta): {np.cos(3*theta0):.4f} (no unit)")
print(f"Ratio I_fold/I_mono, tensor: {ratio0:.4f} (no unit)")
print(f"Same, bent lattice: {bent_lattice_ratio(theta0, pump_x):.4f} (no unit)")
print(f"Slope of ratio: {slope:.4f} per deg")
print("Table: theta (deg), total ratio from tensor (no unit)")
for degrees in (0, 5, 10, 15, 20, 25, 30):
    value = tensor_ratio(np.radians(degrees), pump_x)
    print(f"  {degrees:2d}  {value:.4f}")
print("Parallel analyser, theta as above (no unit):")
print(f"  ratio, pump along crease: {fold_a/mono_a:.4f}")
print(f"  ratio, pump along lower armchair: {fold_b/mono_b:.4f}")
print("Inversion misfit of atoms:")
print(f"  zigzag crease below 1e-9 nm: {misfit_zigzag < 1e-9}")
print(f"  control at 12 deg: {misfit_control:.3f} nm")
print("Rough inputs for neglected effects:")
print(f"  layer spacing: {spacing:.2f} nm")
print(f"  permittivity at pump: {eps_pump.real:.0f} (no unit)")
print(f"  permittivity at SH: {eps_sh.real:.0f} + {eps_sh.imag:.0f}i (no unit)")
print(f"  resonance energy: {resonance:.2f} eV")
print(f"  resonance half width: {half_width:.2f} eV")
print(f"  interlayer red shift: {red_shift:.2f} eV")
print(f"Reflection phase delta: {delta:.4f} rad")
print(f"Ratio with phase only: {phase_ratio:.4f} (no unit)")
print(f"Zigzag floor, phase only: {phase_floor:.2e} of monolayer")
print(f"s at pump: {s_pump.real:.4f} {s_pump.imag:+.4f}i (no unit)")
print(f"s at SH: {s_sh.real:.4f} {s_sh.imag:+.4f}i (no unit)")
print(f"Monolayer absorption at SH: {100*absorbed:.1f} %")
print(f"Screening factor at zero spacing: {screen:.4f} (no unit)")
print(f"Ratio with phase and screening: {full_ratio:.4f} (no unit)")
print(f"Zigzag floor, phase and screening: {full_floor:.2e} of monolayer")
print(f"Apparent theta from that ratio: {apparent:.2f} deg")
print(f"Interlayer-shift intensity factor: {coupling:.3f} (no unit)")
print("PASS")
```

Printed output:

```
Pump wavelength: 800 nm
Pump photon energy: 1.550 eV
SH photon energy: 3.100 eV
Crease-to-armchair angle theta: 12.0 deg
Twist between layers 2 theta: 24.0 deg
cos(3 theta): 0.8090 (no unit)
Ratio I_fold/I_mono, tensor: 2.6180 (no unit)
Same, bent lattice: 2.6180 (no unit)
Slope of ratio: -0.1992 per deg
Table: theta (deg), total ratio from tensor (no unit)
   0  4.0000
   5  3.7321
  10  3.0000
  15  2.0000
  20  1.0000
  25  0.2679
  30  0.0000
Parallel analyser, theta as above (no unit):
  ratio, pump along crease: 4.0000
  ratio, pump along lower armchair: 1.7135
Inversion misfit of atoms:
  zigzag crease below 1e-9 nm: True
  control at 12 deg: 0.150 nm
Rough inputs for neglected effects:
  layer spacing: 0.65 nm
  permittivity at pump: 20 (no unit)
  permittivity at SH: 10 + 18i (no unit)
  resonance energy: 2.90 eV
  resonance half width: 0.15 eV
  interlayer red shift: 0.03 eV
Reflection phase delta: 0.0204 rad
Ratio with phase only: 2.6179 (no unit)
Zigzag floor, phase only: 4.17e-04 of monolayer
s at pump: 0.0000 -0.0485i (no unit)
s at SH: 0.0919 -0.0459i (no unit)
Monolayer absorption at SH: 15.4 %
Screening factor at zero spacing: 0.8354 (no unit)
Ratio with phase and screening: 2.1834 (no unit)
Zigzag floor, phase and screening: 4.18e-04 of monolayer
Apparent theta from that ratio: 14.12 deg
Interlayer-shift intensity factor: 0.829 (no unit)
PASS
```
